# Slater and response parts of the exchange potential: verification in Python

```python
"""
Result under test: the exchange potential vx = dEx/dn splits into
  vS(r)    = int n(r') [g(r,r') - 1] / |r-r'| dr'                (Slater part)
  vresp(r) = 1/2 int int n(r1) n(r2) / |r1-r2| dg(r1,r2)/dn(r)   (response part)
and in the uniform gas vS = -3 kF/(2 pi), vresp = +kF/(2 pi), vx = -kF/pi.
n: density, g: exchange-only pair function, kF: Fermi wave number,
rs: radius of the sphere holding one electron. Hartree atomic units.
Closed-shell, spin-unpolarized systems; correlation is left out.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------------- uniform gas ----------------


def pair_function(u, density):
    y = (3 * np.pi**2 * density) ** (1 / 3) * u
    return 1 - 0.5 * (3 * spherical_jn(1, y) / y) ** 2


def fock_energy(k, kf):
    """Exchange energy of a plane wave, by quadrature over the Fermi sphere."""
    def integrand(p):
        return p * np.log((k + p) / abs(k - p))
    total = quad(integrand, 0, k, limit=200)[0]
    if k < kf:
        total += quad(integrand, k, kf, limit=200)[0]
    return -total / (np.pi * k)


first_zero = brentq(lambda y: spherical_jn(1, y), 4, 5)
y_grid = np.linspace(1e-3, 2000, 400001)
nodes, weights = np.polynomial.legendre.leggauss(80)


def gas_potentials(rs):
    density = 3 / (4 * np.pi * rs**3)
    kf = (3 * np.pi**2 * density) ** (1 / 3)
    u = y_grid / kf
    hole = density * (pair_function(u, density) - 1)
    slater = simpson(4 * np.pi * u * hole, x=u)
    charge = simpson(4 * np.pi * u**2 * hole, x=u)
    step = 1e-4 * density
    dg_dn = (pair_function(u, density + step)
             - pair_function(u, density - step)) / (2 * step)
    integrand = 0.5 * density**2 * 4 * np.pi * u * dg_dn
    response = simpson(integrand, x=u)
    inner = y_grid <= first_zero
    share = simpson(integrand[inner], x=u[inner]) / response
    return density, kf, slater, response, charge, share


for rs in (1.0, 2.0, 5.0):
    density, kf, slater, response, charge, share = gas_potentials(rs)
    # the integration cutoff leaves relative errors of a few 1e-7
    assert abs(slater / (-3 * kf / (2 * np.pi)) - 1) < 2e-6
    assert abs(response / (kf / (2 * np.pi)) - 1) < 2e-6
    # the missing hole charge falls only as one over the cutoff
    assert abs(charge + 1) < 1e-3
    # independent road: plane-wave exchange energies
    surface = fock_energy(kf, kf)
    momenta = 0.5 * kf * (nodes + 1)
    energies = np.array([fock_energy(k, kf) for k in momenta])
    average = 3 / kf**3 * np.sum(0.5 * kf * weights * momenta**2 * energies)
    assert abs(surface - (slater + response)) < 1e-5
    assert abs(average - slater) < 1e-5
    # density matrix from its momentum integral at one distance
    distance = 3.0 / kf
    gamma_u = quad(lambda k: k * np.sin(k * distance), 0, kf)[0]
    gamma_u /= np.pi**2 * distance
    g_direct = 1 - gamma_u**2 / (2 * density**2)
    assert abs(g_direct - pair_function(distance, density)) < 1e-10
    if rs == 2.0:
        gas = (density, kf, slater, response, charge, share, surface, average)

bessel_integral = simpson(spherical_jn(1, y_grid) ** 2 / y_grid, x=y_grid)
assert abs(bessel_integral - 0.25) < 1e-6

# ---------------- six-site chain, fixed electron number ----------------
sites = 6
site_potential = np.array([-0.6, 0.2, -0.3, 0.0, -0.8, 0.1])
kinetic = np.eye(sites) - 0.5 * (np.eye(sites, k=1) + np.eye(sites, k=-1))
index = np.arange(sites)
interaction = 1 / np.sqrt((index[:, None] - index[None, :]) ** 2 + 1.0)


def chain_state(potential, n_occ):
    energy, orbital = np.linalg.eigh(kinetic + np.diag(potential))
    occ, vir = orbital[:, :n_occ], orbital[:, n_occ:]
    gamma = 2 * occ @ occ.T
    products = occ[:, :, None] * vir[:, None, :]
    gaps = energy[:n_occ, None] - energy[None, n_occ:]
    chi = 4 * np.einsum("ria,sia,ia->rs", products, products, 1 / gaps)
    return gamma, occ, vir, products, gaps, chi


def chain_pair(gamma):
    n = np.diag(gamma)
    return 1 - gamma**2 / (2 * np.outer(n, n))


def centred(values):
    return values - values.mean()


def perturbative_vx(n_occ):
    """Exchange potential from first-order changes of the orbitals."""
    gamma, occ, vir, products, gaps, chi = chain_state(site_potential, n_occ)
    fock = -0.5 * gamma * interaction
    coupling = occ.T @ fock @ vir
    slope = 4 * np.einsum("ria,ia->r", products, coupling / gaps)
    return centred(np.linalg.pinv(chi, rcond=1e-10) @ slope)


def slater_chain(gamma):
    return ((chain_pair(gamma) - 1) * interaction) @ np.diag(gamma)


def pair_for_density(target, n_occ):
    """Find the potential that gives the target density; return its g."""
    potential = site_potential.copy()
    for _ in range(30):
        state = chain_state(potential, n_occ)
        error = target - np.diag(state[0])
        if np.max(np.abs(error)) < 1e-13:
            break
        potential = potential + np.linalg.pinv(state[5], rcond=1e-10) @ error
    assert np.max(np.abs(error)) < 1e-11
    return chain_pair(state[0])


gamma4, occ4, _, _, _, chi4 = chain_state(site_potential, 2)
n4 = np.diag(gamma4).copy()
pair_weight = 0.5 * np.outer(n4, n4) * interaction
ex_pair = np.sum(pair_weight * (chain_pair(gamma4) - 1))
ex_orbitals = -np.einsum("ri,rj,si,sj,rs->", occ4, occ4, occ4, occ4,
                         interaction)
assert abs(ex_pair - ex_orbitals) < 1e-12
hole_sums = (chain_pair(gamma4) - 1) @ n4
assert np.allclose(hole_sums, -1, atol=1e-12)

delta = 1e-4
response4 = np.zeros(sites)
for site in range(sites):
    direction = -np.ones(sites) / sites
    direction[site] += 1
    g_plus = pair_for_density(n4 + delta * direction, 2)
    g_minus = pair_for_density(n4 - delta * direction, 2)
    response4[site] = np.sum(pair_weight * (g_plus - g_minus)) / (2 * delta)

slater4 = centred(slater_chain(gamma4))
vx4 = perturbative_vx(2)
mismatch4 = np.max(np.abs(vx4 - slater4 - response4))
# central differences in the density carry an error of order delta squared
assert mismatch4 < 1e-5
assert np.max(np.abs(response4)) > 1e-3

gamma2 = chain_state(site_potential, 1)[0]
mismatch2 = np.max(np.abs(perturbative_vx(1) - centred(slater_chain(gamma2))))
assert mismatch2 < 1e-8

# ---------------- printed results ----------------
density, kf, slater, response, charge, share, surface, average = gas
print("UNIFORM GAS, rs = 2 bohr")
print(f"density n = {density:.6f} bohr^-3")
print(f"Fermi wave number kF = {kf:.6f} bohr^-1")
print(f"integral of j1^2/y = {bessel_integral:.6f}")
print(f"cutoff in y = kF*u: {y_grid[-1]:.0f}")
print(f"hole charge inside cutoff = {charge:.4f} electrons")
print(f"exchange energy per electron = {slater / 2:.5f} hartree")
for label, value in (("Slater part vS", slater),
                     ("response part vresp", response),
                     ("sum vx", slater + response)):
    print(f"{label} = {value:.5f} hartree = {value * HARTREE_EV:.3f} eV")
print(f"vresp/kF = {response / kf:.6f}; 1/(2 pi) = {1 / (2 * np.pi):.6f}")
print(f"vresp/vS = {response / slater:.6f}")
print(f"Fock exchange energy at kF = {surface:.5f} hartree")
print(f"its Fermi-sphere average = {average:.5f} hartree")
print(f"first zero of j1: y = {first_zero:.4f}")
print(f"share of vresp from inside that zero = {share:.4f}")
print("SIX-SITE CHAIN, 4 electrons (hartree; site averages removed)")
print(f"exchange energy = {ex_pair:.6f} hartree")
print("site  potential  density    vS        vresp     vx")
for i in range(sites):
    print(f"{i + 1:3d}  {site_potential[i]:8.2f}  {n4[i]:9.5f} "
          f"{slater4[i]:9.5f} {response4[i]:9.5f} {vx4[i]:9.5f}")
print(f"largest |vx - vS - vresp| = {mismatch4:.1e} hartree")
print(f"2 electrons: largest |vx - vS| = {mismatch2:.1e} hartree")
print("done: every assertion held")
```

Output:

```
UNIFORM GAS, rs = 2 bohr
density n = 0.029842 bohr^-3
Fermi wave number kF = 0.959579 bohr^-1
integral of j1^2/y = 0.250000
cutoff in y = kF*u: 2000
hole charge inside cutoff = -0.9995 electrons
exchange energy per electron = -0.22908 hartree
Slater part vS = -0.45817 hartree = -12.467 eV
response part vresp = 0.15272 hartree = 4.156 eV
sum vx = -0.30544 hartree = -8.312 eV
vresp/kF = 0.159155; 1/(2 pi) = 0.159155
vresp/vS = -0.333333
Fock exchange energy at kF = -0.30544 hartree
its Fermi-sphere average = -0.45817 hartree
first zero of j1: y = 4.4934
share of vresp from inside that zero = 0.9528
SIX-SITE CHAIN, 4 electrons (hartree; site averages removed)
exchange energy = -1.585288 hartree
site  potential  density    vS        vresp     vx
  1     -0.60    0.97616  -0.01945  -0.03691  -0.05636
  2      0.20    0.50058  -0.01855  -0.03893  -0.05748
  3     -0.30    0.51780   0.07951   0.00703   0.08654
  4      0.00    0.37484   0.03107   0.04988   0.08095
  5     -0.80    1.42051  -0.14913   0.00826  -0.14087
  6      0.10    0.21011   0.07654   0.01068   0.08722
largest |vx - vS - vresp| = 2.0e-09 hartree
2 electrons: largest |vx - vS| = 1.3e-15 hartree
done: every assertion held
```
